# Excitation Levels and Computational Cost from MP2 to MP6: verification in Python

```python
"""
Result under test: the Moller-Plesset energy E(n) involves determinants up to
excitation level 2*floor(n/2), and its conventional cost for n = 2,...,6 is
N^5, N^6, N^7, N^8, N^9 (N: number of orbitals, occupied and virtual ~ N).
H0 is the Fock operator, V' = H - H0 - E(1), psi[n] the n-th order state with
<psi[0]|psi[n]> = 0, and T the connected cluster operator, Psi = exp(T)|0>.
Energies in hartree. System: BH, 6-31G, all electrons correlated.
"""
import re
from functools import lru_cache
from itertools import product
import numpy as np
from pyscf import gto, scf, ao2mo, fci, mp
from pyscf.fci import cistring

# ---------------------------------------------------------------- molecule
bond = 1.2
mol = gto.M(atom=f"B 0 0 0; H 0 0 {bond}", basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-13, 1e-8
mf.kernel()
assert mf.converged
norb, nocc = mf.mo_coeff.shape[1], mol.nelectron // 2
h1 = mf.mo_coeff.T @ mf.get_hcore() @ mf.mo_coeff
eri = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff), norb)
nelec = (nocc, nocc)
h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)

# ------------------------------------------- determinants and their levels
strings = np.array([int(s) for s in cistring.make_strings(range(norb), nocc)])
ns = len(strings)
ref_string = (1 << nocc) - 1
assert strings[0] == ref_string
bits = (strings[:, None] >> np.arange(norb)) & 1
string_level = bits[:, nocc:].sum(1)
string_energy = bits @ mf.mo_energy
level = (string_level[:, None] + string_level[None, :]).ravel()
h0 = (string_energy[:, None] + string_energy[None, :]).ravel()
gap = h0[0] - h0                       # E0 - E_X, negative for excited X
reference = np.zeros(ns * ns)
reference[0] = 1.0


def apply_h(c):
    out = fci.direct_spin1.contract_2e(h2, c.reshape(ns, ns), norb, nelec)
    return np.asarray(out).ravel()


e_first = apply_h(reference)[0] - h0[0]


def apply_v(c):
    return apply_h(c) - (h0 + e_first) * c


def perturbation_series(max_level, top=6):
    """Recursive perturbation theory in the space of levels <= max_level."""
    keep = (level <= max_level) & (level > 0)
    psi, energy = [reference], {}
    for n in range(1, top + 1):
        v_psi = apply_v(psi[n - 1])
        if n >= 2:
            energy[n] = v_psi[0]
        rhs = v_psi.copy()
        for k in range(2, n):
            rhs -= energy[k] * psi[n - k]
        new = np.zeros_like(rhs)
        new[keep] = rhs[keep] / gap[keep]
        psi.append(new)
    return energy, psi


cut = {m: perturbation_series(m)[0] for m in range(1, 6)}
energy, psi = perturbation_series(6)
cut[6] = energy
assert abs(energy[2] - mp.MP2(mf).kernel()[0]) < 1e-9

# ----------------------------------- highest level that enters each energy
removal = {}
for n in range(2, 7):
    highest = 2 * (n // 2)
    assert abs(cut[highest][n] - energy[n]) < 1e-12
    removal[n] = energy[n] - cut[highest - 1][n]
    assert abs(removal[n]) > 1e-11
    if n % 2 == 0:
        sel = level == n
        square_sum = np.sum(gap[sel] * psi[n // 2][sel] ** 2)
        assert square_sum < 0 and abs(square_sum - removal[n]) < 1e-12

# ---------------------- connected clusters extracted from the state vectors
# Quasi-particle bit strings: a set bit is a hole or an excited electron.
changed = strings ^ ref_string
quasi = (changed[:, None] + (changed[None, :] << norb)).ravel()
size = 1 << (2 * norb)
parity = np.arange(size, dtype=np.int32)
for shift in (16, 8, 4, 2, 1):
    parity ^= parity >> shift
parity &= 1
position = np.full(size, -1, dtype=np.int32)
position[quasi] = np.arange(ns * ns)
ref_bits = ref_string | (ref_string << norb)
odd_mask = sum(1 << p for p in range(2 * norb)
               if bin(ref_bits & ((1 << p) - 1)).count("1") % 2)
phase = 1.0 - 2.0 * parity[quasi & odd_mask]


def cluster_product(a, b):
    """Amplitudes of the product of two excitation operators."""
    out = np.zeros_like(a)
    nonzero = np.flatnonzero(np.abs(b) > 1e-16)
    yb, cb = quasi[nonzero], b[nonzero]
    for k in np.flatnonzero(np.abs(a) > 1e-16):
        x = int(quasi[k])
        below = 0
        for p in range(2 * norb):
            if x >> p & 1:
                below ^= (1 << p) - 1
        free = (yb & x) == 0
        y = yb[free]
        sign = 1.0 - 2.0 * parity[y & below]
        out[position[y | x]] += a[k] * cb[free] * sign
    return out


t_first = phase * psi[1]
t_square = cluster_product(t_first, t_first)
t_second = phase * psi[2] - t_square / 2
t_third = (phase * psi[3] - cluster_product(t_first, t_second)
           - cluster_product(t_first, t_square) / 6)
clusters = {1: t_first, 2: t_second, 3: t_third}
norms = {m: [np.linalg.norm(t[level == r]) for r in range(1, 7)]
         for m, t in clusters.items()}
first_order = {}
for r in range(1, 7):
    orders = [m for m in (1, 2, 3) if norms[m][r - 1] > 1e-6]
    if orders:
        first_order[r] = orders[0]
assert first_order == {1: 2, 2: 1, 3: 2, 4: 3}
assert norms[2][3] < 1e-9 and max(norms[3][4:]) < 1e-9
assert np.linalg.norm(psi[3][level == 6]) > 1e-8

# ------------- connected energy: series coefficients of <V'>/<overlap>
v_psi = [apply_v(c) for c in psi[:4]]
vmat = np.array([[psi[p] @ v_psi[q] for q in range(4)] for p in range(4)])
smat = np.array([[psi[p] @ psi[q] for q in range(4)] for p in range(4)])
ratio = np.zeros((4, 4))
for p, q in product(range(4), repeat=2):
    ratio[p, q] = vmat[p, q] - sum(
        smat[k, l] * ratio[p - k, q - l]
        for k in range(p + 1) for l in range(q + 1) if k + l > 0)
for n in range(2, 7):
    assert abs(ratio[(n - 1) // 2, n // 2] - energy[n]) < 1e-10

# --------------- fourth order from spin-orbital tensors, at most N^7 steps
spatial = np.repeat(np.arange(norb), 2)
spin = np.tile([0, 1], norb)
same = (spin[:, None] == spin[None, :]).astype(float)
chem = eri[np.ix_(spatial, spatial, spatial, spatial)]
chem = chem * same[:, :, None, None] * same[None, None, :, :]
g = chem.transpose(0, 2, 1, 3)
g = g - g.transpose(0, 1, 3, 2)
no = 2 * nocc
nv = 2 * norb - no
o, v = slice(0, no), slice(no, None)
eo, ev = mf.mo_energy[spatial][o], mf.mo_energy[spatial][v]
d1 = eo[:, None] - ev[None, :]
d2 = d1[:, None, :, None] + d1[None, :, None, :]
d3 = (d2[:, :, None, :, :, None]
      + d1[None, None, :, None, None, :])
t = g[o, o, v, v] / d2


def ein(expression, *tensors):
    return np.einsum(expression, *tensors, optimize=True)


def anti_ij(x):
    return x - x.transpose(1, 0, 2, 3)


def anti_ab(x):
    return x - x.transpose(0, 1, 3, 2)


r1 = (-0.5 * ein("imef,maef->ia", t, g[o, v, v, v])
      - 0.5 * ein("mnae,nmei->ia", t, g[o, o, v, o]))
r2 = (0.5 * ein("abef,ijef->ijab", g[v, v, v, v], t)
      + 0.5 * ein("mnij,mnab->ijab", g[o, o, o, o], t)
      + anti_ij(anti_ab(ein("imae,mbej->ijab", t, g[o, v, v, o]))))
r3 = (ein("jkae,eibc->ijkabc", t, g[v, o, v, v])
      - ein("imbc,majk->ijkabc", t, g[o, v, o, o]))
r3 = r3 - r3.transpose(1, 0, 2, 3, 4, 5) - r3.transpose(2, 1, 0, 3, 4, 5)
r3 = r3 - r3.transpose(0, 1, 2, 4, 3, 5) - r3.transpose(0, 1, 2, 5, 4, 3)
goovv = g[o, o, v, v]
f_be = -0.5 * ein("mnbf,mnef->be", t, goovv)
f_mj = 0.5 * ein("jnef,mnef->mj", t, goovv)
w_mbej = -0.5 * ein("jnfb,mnef->mbej", t, goovv)
w_mnij = 0.25 * ein("ijef,mnef->mnij", t, goovv)
r4 = (anti_ab(ein("ijae,be->ijab", t, f_be))
      - anti_ij(ein("imab,mj->ijab", t, f_mj))
      + ein("mnab,mnij->ijab", t, w_mnij)
      + anti_ij(anti_ab(ein("imae,mbej->ijab", t, w_mbej))))
parts = [np.sum(r1**2 / d1), np.sum(r2**2 / d2) / 4,
         np.sum(r3**2 / d3) / 36, np.sum(t * r4) / 4]
for r in range(1, 5):
    sel = level == r
    by_determinants = np.sum(gap[sel] * psi[2][sel] ** 2)
    if r == 4:
        by_determinants -= energy[2] * (psi[1] @ psi[1])
    assert abs(by_determinants - parts[r - 1]) < 1e-9
assert abs(sum(parts) - energy[4]) < 1e-9


# ------------------- exhaustive search for the cheapest contraction orders
def tables(rows, cols):
    """All non-negative integer tables with given row and column sums."""
    if not rows:
        if not any(cols):
            yield ()
        return
    for row in product(*(range(min(rows[0], c) + 1) for c in cols)):
        if sum(row) == rows[0]:
            left = tuple(c - x for c, x in zip(cols, row))
            for rest in tables(rows[1:], left):
                yield (row,) + rest


@lru_cache(maxsize=None)
def diagrams(bra, ket):
    """Line counts between bra clusters, V and ket clusters (in this order).
    The two creators and two annihilators of V link up to bra or down to ket.
    """
    found = set()
    nb, n = len(bra), len(bra) + 1 + len(ket)
    for up, down in product(range(3), repeat=2):
        if sum(ket) + up != sum(bra) + down:
            continue
        particles = [x for x in tables(ket + (up,), bra + (down,))
                     if x[-1][-1] == 0]
        holes = [x for x in tables(ket + (2 - down,), bra + (2 - up,))
                 if x[-1][-1] == 0]
        for a, b in product(particles, holes):
            lines = np.array(a) + np.array(b)
            w = np.zeros((n, n), dtype=int)
            w[nb + 1:, :nb + 1] = lines[:-1]
            w[nb, :nb] = lines[-1, :nb]
            w = w + w.T
            found.add(tuple(tuple(int(x) for x in row) for row in w))
    return sorted(found)


@lru_cache(maxsize=None)
def cheapest(w, start):
    """Smallest possible largest index count; nodes before start stay open.
    Returns None if the contracted tensors are not connected."""
    n = len(w)
    seen, stack = {start}, [start]
    while stack:
        i = stack.pop()
        for j in range(start, n):
            if w[i][j] and j not in seen:
                seen.add(j)
                stack.append(j)
    if len(seen) < n - start:
        return None
    full = (1 << n) - (1 << start)
    outer, best = {}, {}
    for mask in range(1, full + 1):
        if mask & ~full:
            continue
        outer[mask] = sum(w[i][j] for i in range(n) if mask >> i & 1
                          for j in range(n) if not mask >> j & 1)
        if mask & (mask - 1) == 0:
            best[mask] = outer[mask]
            continue
        options, sub = [], (mask - 1) & mask
        while sub:
            other = mask ^ sub
            step = (outer[sub] + outer[other] + outer[mask]) // 2
            options.append(max(best[sub], best[other], step))
            sub = (sub - 1) & mask
        best[mask] = min(options)
    return best[full]


def worst(bra, ket, start):
    costs = [(cheapest(w, start), w, start) for w in diagrams(bra, ket)]
    return max([c for c in costs if c[0] is not None],
               default=(0, None, start), key=lambda c: c[0])


def cluster_sets(order):
    """Cluster products allowed at an order by the extracted first orders."""
    found = set()

    def grow(left, ranks):
        if left == 0:
            found.add(tuple(sorted(ranks)))
        for r, lowest in first_order.items():
            for used in range(lowest, left + 1):
                grow(left - used, ranks + (r,))
    grow(order, ())
    return sorted(found)


def path_exponent(w, start):
    """Exponent from the operation counts of numpy's path optimizer."""
    letters = iter("abcdefghijklmnopqrstuvwxyzABCDEFGHIJKLMNOPQRSTUVWXYZ")
    labels = [""] * len(w)
    for i in range(len(w)):
        for j in range(i):
            for _ in range(w[i][j]):
                c = next(letters)
                labels[i] += c
                labels[j] += c
    expr = ",".join(labels[start:]) + "->" + "".join(labels[:start])
    counts = []
    for dim in (40, 80):
        arrays = [np.broadcast_to(np.int8(0), (dim,) * len(x))
                  for x in labels[start:]]
        report = np.einsum_path(expr, *arrays, optimize=("optimal", 1e40))[1]
        counts.append(float(re.search(
            r"Optimized FLOP count:\s*([0-9.e+]+)", report).group(1)))
    return np.log2(counts[1] / counts[0])


transform = np.zeros((6, 6), dtype=int)    # output, AO integrals, 4 matrices
transform[1, 2:] = 1
transform[0, 2:] = 1
transform = transform + transform.T
transform = tuple(tuple(int(x) for x in row) for row in transform)
transform_case = (cheapest(transform, 1), transform, 1)
amplitude_case, energy_case, total, optimizer = {}, {}, {}, {}
class_cost = {}
for n in range(2, 7):
    p, q = (n - 1) // 2, n // 2
    amplitude_case[n] = max(
        (worst((r,), ket, 1) for m in range(1, q + 1)
         for r, lowest in first_order.items() if lowest <= m
         for ket in cluster_sets(m - 1)), key=lambda c: c[0])
    cases = []
    for bra, ket in product(cluster_sets(p), cluster_sets(q)):
        case = worst(bra, ket, 0)
        cases.append(case)
        key = (n, sum(bra), sum(ket))
        class_cost[key] = max(class_cost.get(key, 0), case[0])
    energy_case[n] = max(cases, key=lambda c: c[0])
    top_case = max((transform_case, amplitude_case[n], energy_case[n]),
                   key=lambda c: c[0])
    total[n] = top_case[0]
    optimizer[n] = path_exponent(top_case[1], top_case[2])
    assert abs(optimizer[n] - total[n]) < 0.1
assert [total[n] for n in range(2, 7)] == [5, 6, 7, 8, 9]
unfactorized = {4: worst((2,), (4,), 0)[0], 5: worst((4,), (4,), 0)[0],
                6: worst((4,), (6,), 0)[0]}
assert unfactorized == {4: 8, 5: 10, 6: 12}

# ------------------------------------------------------------------ output
print(f"BH bond length: {bond:.1f} angstrom, basis 6-31G")
print(f"Electrons {mol.nelectron}, spatial orbitals {norb}, "
      f"determinants {ns * ns}")
print(f"Spin orbitals: occupied o = {no}, virtual v = {nv}")
print(f"Hartree-Fock energy: {mf.e_tot:.6f} hartree")
for n in range(2, 7):
    print(f"E({n}) = {energy[n]:.8f} hartree; highest level {2 * (n // 2)}; "
          f"its removal changes E({n}) by {-removal[n]:.3e} hartree")
for m in (1, 2, 3):
    print(f"Norms of connected T1..T6 at order {m}: "
          + " ".join(f"{x:.1e}" for x in norms[m]))
print(f"Norm of quintuples in psi(3): "
      f"{np.linalg.norm(psi[3][level == 5]):.3e}")
print(f"Norm of sextuples in psi(3): "
      f"{np.linalg.norm(psi[3][level == 6]):.3e}")
for name, value in zip(("singles", "doubles", "triples",
                        "connected quadruple term"), parts):
    print(f"MP4 {name}: {value:.8f} hartree")
print(f"MP4 sum from tensors: {sum(parts):.8f} hartree")
print(f"Integral transformation exponent: {transform_case[0]}")
for n in range(2, 7):
    print(f"MP{n} exponents: amplitudes {amplitude_case[n][0]}, "
          f"energy {energy_case[n][0]}, total {total[n]}, "
          f"path optimizer {optimizer[n]:.2f}")
for key in ((4, 2, 3), (4, 2, 4), (5, 3, 3), (5, 3, 4), (5, 4, 4),
            (6, 3, 4), (6, 3, 5), (6, 4, 4), (6, 4, 5), (6, 4, 6)):
    print(f"MP{key[0]} energy term, bra level {key[1]}, ket level {key[2]}: "
          f"exponent {class_cost[key]}")
for n in (4, 5, 6):
    print(f"MP{n} exponent with unfactorized top level: {unfactorized[n]}")
for n, text, count in ((3, "o^2 v^4", no**2 * nv**4),
                       (4, "o^3 v^4", no**3 * nv**4),
                       (5, "o^3 v^5", no**3 * nv**5),
                       (6, "o^4 v^5", no**4 * nv**5)):
    print(f"MP{n} leading count {text} for BH: {count:.3e} multiplications")
print("Cost factor on doubling N, MP2 to MP6: "
      + " ".join(str(2 ** total[n]) for n in range(2, 7)))
print("ALL CHECKS PASSED")
```

It prints:

```
BH bond length: 1.2 angstrom, basis 6-31G
Electrons 6, spatial orbitals 11, determinants 27225
Spin orbitals: occupied o = 6, virtual v = 16
Hartree-Fock energy: -25.108583 hartree
E(2) = -0.03859666 hartree; highest level 2; its removal changes E(2) by 3.860e-02 hartree
E(3) = -0.01312523 hartree; highest level 2; its removal changes E(3) by 1.313e-02 hartree
E(4) = -0.00564544 hartree; highest level 4; its removal changes E(4) by 3.795e-04 hartree
E(5) = -0.00274547 hartree; highest level 4; its removal changes E(5) by 4.095e-04 hartree
E(6) = -0.00141085 hartree; highest level 6; its removal changes E(6) by 4.791e-08 hartree
Norms of connected T1..T6 at order 1: 9.8e-10 1.5e-01 0.0e+00 0.0e+00 0.0e+00 0.0e+00
Norms of connected T1..T6 at order 2: 1.4e-02 6.8e-02 1.0e-02 1.8e-17 0.0e+00 0.0e+00
Norms of connected T1..T6 at order 3: 1.1e-02 3.8e-02 6.7e-03 9.9e-04 1.0e-18 8.1e-20
Norm of quintuples in psi(3): 1.143e-04
Norm of sextuples in psi(3): 4.866e-05
MP4 singles: -0.00016095 hartree
MP4 doubles: -0.00571370 hartree
MP4 triples: -0.00029012 hartree
MP4 connected quadruple term: 0.00051933 hartree
MP4 sum from tensors: -0.00564544 hartree
Integral transformation exponent: 5
MP2 exponents: amplitudes 4, energy 4, total 5, path optimizer 5.00
MP3 exponents: amplitudes 4, energy 6, total 6, path optimizer 6.00
MP4 exponents: amplitudes 7, energy 7, total 7, path optimizer 7.00
MP5 exponents: amplitudes 7, energy 8, total 8, path optimizer 8.00
MP6 exponents: amplitudes 9, energy 9, total 9, path optimizer 9.00
MP4 energy term, bra level 2, ket level 3: exponent 7
MP4 energy term, bra level 2, ket level 4: exponent 6
MP5 energy term, bra level 3, ket level 3: exponent 8
MP5 energy term, bra level 3, ket level 4: exponent 7
MP5 energy term, bra level 4, ket level 4: exponent 6
MP6 energy term, bra level 3, ket level 4: exponent 9
MP6 energy term, bra level 3, ket level 5: exponent 8
MP6 energy term, bra level 4, ket level 4: exponent 9
MP6 energy term, bra level 4, ket level 5: exponent 8
MP6 energy term, bra level 4, ket level 6: exponent 6
MP4 exponent with unfactorized top level: 8
MP5 exponent with unfactorized top level: 10
MP6 exponent with unfactorized top level: 12
MP3 leading count o^2 v^4 for BH: 2.359e+06 multiplications
MP4 leading count o^3 v^4 for BH: 1.416e+07 multiplications
MP5 leading count o^3 v^5 for BH: 2.265e+08 multiplications
MP6 leading count o^4 v^5 for BH: 1.359e+09 multiplications
Cost factor on doubling N, MP2 to MP6: 32 64 128 256 512
ALL CHECKS PASSED
```
